# Dual-bias overlay from a sinusoidal first-order asymmetry: verification in Python

```python
"""Dual-bias diffraction-based overlay.
Result under test: if the first-order asymmetry A = I(+1) - I(-1) obeys
A(s) = K sin(2 pi s / P), pads with shifts OV + d and OV - d give
  tan(2 pi OV/P) = tan(2 pi d/P) (A_plus + A_minus)/(A_plus - A_minus),
and OV ~ d (A_plus + A_minus)/(A_plus - A_minus) if OV and d are << P.
P: period, s: top minus bottom position, OV: overlay, d: bias, K: strength.
The signals come from a scalar model of two thin gratings separated by a film,
with all reflections inside the film; lengths are in nm.
"""
import numpy as np

PERIOD, BIAS = 600.0, 20.0
OVERLAYS = (6.0, 40.0)
N_RESIST, N_FILM, N_SILICON = 1.60, 1.46, 4.1
RESIST_HEIGHT, TRENCH_DEPTH, FILM = 80.0, 50.0, 200.0
FILL = 0.5
LEDGE, FILM_DIFFERENCE, NOISE = 1.0, 1.0, 0.002
M = 8                                   # diffraction orders -M ... M
ORDERS = np.arange(-M, M + 1)
Q = np.arange(-2 * M, 2 * M + 1)        # Fourier indices of a grating
INDEX = ORDERS[:, None] - ORDERS[None, :] + 2 * M
TO_NM = PERIOD / (2 * np.pi)


def grating(line, gap, scale, shift=0.0, ledge=0.0, ledge_value=0.0):
    """Order-coupling matrix of a two-level grating; scale weakens modulation."""
    c = (line - gap) * FILL * np.sinc(Q * FILL) * scale + 0j
    c[2 * M] = gap + (line - gap) * FILL
    if ledge > 0:
        centre = (FILL * PERIOD + ledge) / 2
        c += ((ledge_value - gap) * ledge / PERIOD * np.sinc(Q * ledge / PERIOD)
              * np.exp(-2j * np.pi * Q * centre / PERIOD))
    c = c * np.exp(-2j * np.pi * Q * shift / PERIOD)
    return c[INDEX]


def first_orders(shift, wavelength, top=1.0, bottom=1.0, film=FILM, ledge=0.0):
    """Complex amplitudes of reflected orders +1 and -1 for unit incidence."""
    k = 2 * np.pi / wavelength
    nr, nf, ns = N_RESIST, N_FILM, N_SILICON
    line_phase = np.exp(1j * k * nr * RESIST_HEIGHT)
    gap_phase = np.exp(1j * k * RESIST_HEIGHT)
    outside = grating((1 - nr) / (1 + nr),
                      (1 - nf) / (1 + nf) * gap_phase**2, top, shift)
    down = grating(2 / (1 + nr) * 2 * nr / (nr + nf) * line_phase,
                   2 / (1 + nf) * gap_phase, top, shift)
    up = grating(2 * nf / (nf + nr) * 2 * nr / (nr + 1) * line_phase,
                 2 * nf / (1 + nf) * gap_phase, top, shift)
    inside = grating((nr - 1) / (nr + 1) * line_phase**2,
                     (nf - 1) / (nf + 1), top, shift)
    r0 = (nf - ns) / (nf + ns)
    depth_phase = 2 * k * nf * TRENCH_DEPTH
    lower = grating(r0, r0 * np.exp(1j * depth_phase), bottom, 0.0,
                    ledge, r0 * np.exp(0.5j * depth_phase))
    kz = np.sqrt((nf * k)**2 - (2 * np.pi * ORDERS / PERIOD)**2 + 0j)
    travel = np.exp(1j * kz * film)
    round_trip = travel[:, None] * lower * travel[None, :]
    incident = (ORDERS == 0).astype(complex)
    rising = np.linalg.solve(np.eye(2 * M + 1) - round_trip @ inside,
                             round_trip @ down @ incident)
    field = outside @ incident + up @ rising
    return field[M + 1], field[M - 1]


def asymmetry(shift, wavelength, **options):
    plus, minus = first_orders(shift, wavelength, **options)
    return abs(plus)**2 - abs(minus)**2


def harmonics(wavelength, **options):
    """Sine coefficients K1, K2, K3, relative misfit of pure sine, mean I."""
    count = 32
    theta = 2 * np.pi * np.arange(count) / count
    fields = np.array([first_orders(t * TO_NM, wavelength, **options)
                       for t in theta])
    power = abs(fields)**2
    a = power[:, 0] - power[:, 1]
    ks = [2 * np.mean(a * np.sin(n * theta)) for n in (1, 2, 3)]
    misfit = np.max(abs(a - ks[0] * np.sin(theta))) / abs(ks[0])
    return ks, misfit, power.mean()


def tangent_overlay(a_plus, a_minus, bias=BIAS):
    ratio = (a_plus + a_minus) / (a_plus - a_minus)
    return TO_NM * np.arctan(np.tan(bias / TO_NM) * ratio)


def linear_overlay(a_plus, a_minus, bias=BIAS):
    return bias * (a_plus + a_minus) / (a_plus - a_minus)


# Choose the wavelength with the largest asymmetry relative to the signal
candidates = np.arange(500.0, 581.0, 10.0)
contrasts = []
for candidate in candidates:
    ks, _, mean_power = harmonics(candidate)
    contrasts.append(abs(ks[0]) / mean_power)
WAVE = float(candidates[int(np.argmax(contrasts))])
(K1, K2, K3), full_misfit, mean_power = harmonics(WAVE)

# Symmetric gratings: odd signal. A one-sided ledge: signal at zero shift.
for s in (7.0, 55.0, 140.0):
    assert abs(asymmetry(s, WAVE) + asymmetry(-s, WAVE)) < 1e-10 * abs(K1)
offset_signal = asymmetry(0.0, WAVE, ledge=LEDGE)
assert abs(offset_signal) > 1e-4 * abs(K1)

# Weak gratings: pure sine, with strength from the separate amplitudes
misfit_a = harmonics(WAVE, top=0.1, bottom=0.1)[1]
misfit_b = harmonics(WAVE, top=0.01, bottom=0.01)[1]
assert misfit_b < 0.2 * misfit_a and misfit_b < 0.01
weak = dict(top=1e-3, bottom=1e-3)
amp_top = first_orders(0.0, WAVE, top=1e-3, bottom=0.0)[0]
amp_bottom = first_orders(0.0, WAVE, top=0.0, bottom=1e-3)[0]
weak_strength = 4 * (amp_top * np.conj(amp_bottom)).imag
K_weak = harmonics(WAVE, **weak)[0][0]
assert abs(K_weak / weak_strength - 1) < 1e-3
delta_deg = np.degrees(np.angle(amp_top * np.conj(amp_bottom)))

# Tangent formula returns the shifts imposed on the weak-grating model
worst = 0.0
for ov in (-130.0, -70.0, -6.0, 0.0, 6.0, 40.0, 130.0):
    for d in (10.0, 20.0, 80.0):
        found = tangent_overlay(asymmetry(ov + d, WAVE, **weak),
                                asymmetry(ov - d, WAVE, **weak), d)
        worst = max(worst, abs(found - ov))
assert worst < 0.01

# Beyond P/4 the answer is folded by P/2; the sign of K removes the fold
far = 0.35 * PERIOD
ap, am = (asymmetry(far + b, WAVE, **weak) for b in (BIAS, -BIAS))
folded = tangent_overlay(ap, am)
assert abs(folded - (far - PERIOD / 2)) < 0.01
beta = BIAS / TO_NM
unfolded = TO_NM * np.arctan2((ap + am) / (weak_strength * np.cos(beta)),
                              (ap - am) / (weak_strength * np.sin(beta)))
assert abs(unfolded - far) < 0.01
# A quarter-period bias makes the sum useless
quarter_sum = (asymmetry(40 + PERIOD / 4, WAVE, **weak)
               + asymmetry(40 - PERIOD / 4, WAVE, **weak))
assert abs(quarter_sum / K_weak) < 1e-4

# Leading error of the linear formula, and its exactness at OV = d
for p, b in ((0.03, 0.01), (0.01, 0.03), (0.02, 0.005)):
    estimate = linear_overlay(np.sin(p + b), np.sin(p - b), b)
    assert abs((estimate / p - 1) / ((p*p - b*b) / 3) - 1) < 5e-3
assert abs(linear_overlay(asymmetry(2 * BIAS, WAVE),
                          asymmetry(0.0, WAVE)) - BIAS) < 1e-8

# First-order error formulas against re-inversion of disturbed signals
def offset_error(k0, p, b):
    return k0 * np.cos(p) / np.cos(b)


def mismatch_error(e, p, b):
    return e * (np.sin(b)**2 - np.sin(p)**2) / (np.sin(b) * np.cos(b))


def harmonic_error(kappa, p, b):
    return 2 * kappa * np.sin(p) * (np.sin(p)**2 - np.sin(b)**2) / np.cos(b)


def noise_error(sigma, p, b):
    return sigma / np.sqrt(2) * np.hypot(np.cos(p) / np.cos(b),
                                         np.sin(p) / np.sin(b))


small = 1e-6
for ov in OVERLAYS:
    p = ov / TO_NM
    sp, sm = np.sin(p + beta), np.sin(p - beta)
    cases = [(sp + small, sm + small, offset_error),
             (sp * (1 + small), sm * (1 - small), mismatch_error),
             (sp + small * np.sin(2 * (p + beta)),
              sm + small * np.sin(2 * (p - beta)), harmonic_error)]
    for disturbed_plus, disturbed_minus, formula in cases:
        change = tangent_overlay(disturbed_plus, disturbed_minus) / TO_NM - p
        assert abs(change / formula(small, p, beta) - 1) < 1e-3
    rng = np.random.default_rng(5)
    noise = NOISE * rng.standard_normal((2, 200000))
    spread = np.std(tangent_overlay(sp + noise[0], sm + noise[1])) / TO_NM
    # sampling error of the spread is about 0.2 percent
    assert abs(spread / noise_error(NOISE, p, beta) - 1) < 0.015

print(f"Period P = {PERIOD:.0f} nm, bias d = {BIAS:.0f} nm")
print(f"Indices: resist {N_RESIST}, film {N_FILM}, silicon {N_SILICON}")
print(f"Resist height {RESIST_HEIGHT:.0f} nm, trench depth "
      f"{TRENCH_DEPTH:.0f} nm, film {FILM:.0f} nm, line fraction {FILL}")
print(f"Wavelengths tried: {candidates[0]:.0f} to {candidates[-1]:.0f} nm")
print(f"Chosen wavelength = {WAVE:.0f} nm")
print(f"K = {100*K1:.5f} % of incident intensity")
print(f"Mean first-order intensity = {100*mean_power:.4f} % of incident")
print(f"|K| / mean first-order intensity = {abs(K1)/mean_power:.4f}")
print(f"K2/K = {K2/K1:.5f}, K3/K = {K3/K1:.5f}")
print(f"Largest misfit of pure sine, full stack = {full_misfit:.4f} of |K|")
print(f"Same misfit, modulation x 0.1: {misfit_a:.2e}, x 0.01: {misfit_b:.2e}")
print(f"Weak-limit phase delta, top relative to bottom = {delta_deg:.2f} deg")
print(f"Weak-limit K: simulated / 4 Im(a b*) = {K_weak/weak_strength:.7f}")
print(f"Worst tangent-formula error, weak gratings = {worst:.1e} nm")
print(f"Imposed {far:.0f} nm: folded {folded:.3f} nm, "
      f"with sign of K {unfolded:.3f} nm")
print(f"Bias phase beta = {beta:.6f} rad, tan beta = {np.tan(beta):.6f}")
for ov in OVERLAYS:
    p = ov / TO_NM
    ap, am = K1 * np.sin(p + beta), K1 * np.sin(p - beta)
    lin = linear_overlay(ap, am)
    print(f"--- True overlay {ov:.0f} nm, phase phi = {p:.6f} rad")
    print(f"Pure sine: A+ = {100*ap:.6f} %, A- = {100*am:.6f} % of incident")
    print(f"(A+ + A-)/(A+ - A-) = {(ap+am)/(ap-am):.6f}")
    print(f"Tangent result = {tangent_overlay(ap, am):.4f} nm")
    print(f"Linear result = {lin:.4f} nm, error = {lin-ov:.4f} nm")
    print(f"Leading estimate of linear error = {ov*(p*p-beta**2)/3:.4f} nm")
    fp, fm = asymmetry(ov + BIAS, WAVE), asymmetry(ov - BIAS, WAVE)
    base = tangent_overlay(fp, fm)
    print(f"Full stack: tangent error {base-ov:.4f} nm, "
          f"linear error {linear_overlay(fp, fm)-ov:.4f} nm")
    print(f"Tangent error predicted from K2 alone = "
          f"{TO_NM*harmonic_error(K2/K1, p, beta):.4f} nm")
    lp, lm = (asymmetry(ov + b, WAVE, ledge=LEDGE) for b in (BIAS, -BIAS))
    print(f"Change by {LEDGE:.0f} nm half-depth ledge = "
          f"{tangent_overlay(lp, lm)-base:.4f} nm; from offset alone "
          f"{TO_NM*offset_error(offset_signal/K1, p, beta):.4f} nm")
    tp = asymmetry(ov + BIAS, WAVE, film=FILM + FILM_DIFFERENCE)
    print(f"Change by {FILM_DIFFERENCE:.0f} nm thicker film on + pad = "
          f"{tangent_overlay(tp, fm)-base:.4f} nm")
    print(f"Noise of {100*NOISE:.1f} % of |K| per pad gives "
          f"{TO_NM*noise_error(NOISE, p, beta):.4f} nm (one sigma)")
print(f"Ledge offset A(0)/K = {offset_signal/K1:.5f}")
K_thick = harmonics(WAVE, film=FILM + FILM_DIFFERENCE)[0][0]
print(f"K change for {FILM_DIFFERENCE:.0f} nm thicker film = "
      f"{100*(K_thick/K1-1):.3f} %")
print("success")
```

Running it gives:

```
Period P = 600 nm, bias d = 20 nm
Indices: resist 1.6, film 1.46, silicon 4.1
Resist height 80 nm, trench depth 50 nm, film 200 nm, line fraction 0.5
Wavelengths tried: 500 to 580 nm
Chosen wavelength = 580 nm
K = -6.98513 % of incident intensity
Mean first-order intensity = 4.7355 % of incident
|K| / mean first-order intensity = 1.4750
K2/K = -0.02003, K3/K = 0.00015
Largest misfit of pure sine, full stack = 0.0201 of |K|
Same misfit, modulation x 0.1: 2.06e-04, x 0.01: 2.06e-06
Weak-limit phase delta, top relative to bottom = -115.99 deg
Weak-limit K: simulated / 4 Im(a b*) = 1.0000000
Worst tangent-formula error, weak gratings = 3.4e-06 nm
Imposed 210 nm: folded -90.000 nm, with sign of K 210.000 nm
Bias phase beta = 0.209440 rad, tan beta = 0.212557
--- True overlay 6 nm, phase phi = 0.062832 rad
Pure sine: A+ = -1.878439 %, A- = 1.020408 % of incident
(A+ + A-)/(A+ - A-) = 0.295990
Tangent result = 6.0000 nm
Linear result = 5.9198 nm, error = -0.0802 nm
Leading estimate of linear error = -0.0798 nm
Full stack: tangent error 0.0092 nm, linear error -0.0711 nm
Tangent error predicted from K2 alone = 0.0096 nm
Change by 1 nm half-depth ledge = -0.4289 nm; from offset alone -0.4150 nm
Change by 1 nm thicker film on + pad = 0.0936 nm
Noise of 0.2 % of |K| per pad gives 0.1437 nm (one sigma)
--- True overlay 40 nm, phase phi = 0.418879 rad
Pure sine: A+ = -4.105754 %, A- = -1.452289 % of incident
(A+ + A-)/(A+ - A-) = 2.094636
Tangent result = 40.0000 nm
Linear result = 41.8927 nm, error = 1.8927 nm
Leading estimate of linear error = 1.7546 nm
Full stack: tangent error -0.1870 nm, linear error 1.6722 nm
Tangent error predicted from K2 alone = -0.1944 nm
Change by 1 nm half-depth ledge = -0.4060 nm; from offset alone -0.3799 nm
Change by 1 nm thicker film on + pad = -0.2720 nm
Noise of 0.2 % of |K| per pad gives 0.2928 nm (one sigma)
Ledge offset A(0)/K = -0.00426
K change for 1 nm thicker film = 0.672 %
success
```
